# Uncertainty of the growth per cycle from five film thicknesses: a numerical check

```python
# Result under test: for thickness = offset + growth * cycles + error, with
# independent errors of equal standard deviation sigma, the least-squares slope
# has standard deviation sigma / sqrt(S), S = sum (cycles - mean cycles)^2.
# For 100, 200, 300, 400, 500 cycles and sigma = 0.3 nm: about 0.00095 nm/cycle.
# Thicknesses are in nm, slopes in nm per cycle.
# Errors of two values (+sigma or -sigma) are enumerated completely, so that the
# variance of the fitted slopes is found without random sampling.
from itertools import product
import numpy as np
from scipy import stats

cycles = np.array([100.0, 200.0, 300.0, 400.0, 500.0])
sigma = 0.3


def fit_line(counts, thickness):
    """Slope and intercept from a numerical least-squares solver."""
    matrix = np.column_stack([counts, np.ones(len(counts))])
    return np.linalg.lstsq(matrix, thickness, rcond=None)[0]


def all_signs(number):
    """Every combination of signs, one combination per column."""
    return np.array(list(product([-1.0, 1.0], repeat=number))).T


def rms(values):
    return np.sqrt(np.mean(np.square(values)))


# Derived formulas
mean_cycles = cycles.mean()
spread = np.sum((cycles - mean_cycles) ** 2)
weights = (cycles - mean_cycles) / spread
slope_sd = sigma / np.sqrt(spread)
intercept_sd = sigma * np.sqrt(1 / len(cycles) + mean_cycles**2 / spread)

# Weights: response of the numerical fit to a unit change of each thickness
assert np.allclose(fit_line(cycles, np.eye(5))[0], weights, atol=1e-12)

# Slope and intercept uncertainty from all 32 error patterns
signs = all_signs(5)
fitted = fit_line(cycles, sigma * signs)
slope_sd_enumerated = rms(fitted[0])
assert np.isclose(slope_sd_enumerated, slope_sd, rtol=1e-9)
assert np.isclose(rms(fitted[1]), intercept_sd, rtol=1e-9)
assert abs(slope_sd - 0.00095) < 0.000005

# The same law on unevenly spaced counts
uneven = np.array([60.0, 150.0, 200.0, 420.0, 500.0])
uneven_sd = sigma / np.sqrt(np.sum((uneven - uneven.mean()) ** 2))
assert np.isclose(rms(fit_line(uneven, sigma * signs)[0]), uneven_sd, rtol=1e-9)

# Line through the two end films only
end_sd = np.sqrt(2) * sigma / (cycles[-1] - cycles[0])
end_slopes = fit_line(cycles[[0, -1]], sigma * signs[[0, -1]])[0]
assert np.isclose(rms(end_slopes), end_sd, rtol=1e-9)
assert end_sd > slope_sd

# Line forced through the origin: smaller scatter, but biased by an offset
offset = 1.0
origin_sd = sigma / np.sqrt(np.sum(cycles**2))
origin_bias = offset * cycles.sum() / np.sum(cycles**2)
column = cycles[:, None]
origin_slopes = np.linalg.lstsq(column, sigma * signs, rcond=None)[0][0]
assert np.isclose(rms(origin_slopes), origin_sd, rtol=1e-9)
biased = np.linalg.lstsq(column, offset + 0.1 * cycles, rcond=None)[0][0]
assert np.isclose(biased - 0.1, origin_bias, rtol=1e-9)

# Equal correlation between all films: a shared part plus an individual part
correlation = 0.5
signs6 = all_signs(6)
correlated = sigma * (np.sqrt(correlation) * signs6[5]
                      + np.sqrt(1 - correlation) * signs6[:5])
correlated_sd = slope_sd * np.sqrt(1 - correlation)
assert np.isclose(rms(fit_line(cycles, correlated)[0]), correlated_sd, rtol=1e-9)

# Illustrative thicknesses for aluminium oxide growth
thickness = np.array([11.2, 20.7, 31.1, 41.4, 50.8])
growth = np.sum((cycles - mean_cycles) * thickness) / spread
intercept = thickness.mean() - growth * mean_cycles
assert np.allclose(fit_line(cycles, thickness), [growth, intercept], rtol=1e-9)
residuals = thickness - intercept - growth * cycles
scatter = np.sqrt(np.sum(residuals**2) / 3)
slope_sd_scatter = scatter / np.sqrt(spread)

# Interval factors, tested by coverage in simulated Gaussian experiments
normal_factor = stats.norm.ppf(0.975)
student_factor = stats.t.ppf(0.975, 3)
trials = 200000
noise = np.random.default_rng(7).normal(0.0, sigma, (5, trials))
sim_slope, sim_intercept = fit_line(cycles, noise)
sim_residual = noise - sim_intercept - np.outer(cycles, sim_slope)
sim_variance = np.sum(sim_residual**2, axis=0) / 3
sim_sd = np.sqrt(sim_variance / spread)
cover_known = np.mean(np.abs(sim_slope) < normal_factor * slope_sd)
cover_student = np.mean(np.abs(sim_slope) < student_factor * sim_sd)
cover_wrong = np.mean(np.abs(sim_slope) < normal_factor * sim_sd)
# Sampling error of a coverage near 0.95 is about 0.0005
assert abs(cover_known - 0.95) < 0.003
assert abs(cover_student - 0.95) < 0.003
assert cover_wrong < 0.90
# Sampling error of the mean residual variance is below 0.2 percent
assert abs(np.mean(sim_variance) / sigma**2 - 1) < 0.01

# Neglected effect 1: thickness-scale error common to all films
scale_error = 0.01
scale_shift = scale_error * growth
scaled_slope = fit_line(cycles, (1 + scale_error) * thickness)[0]
assert np.isclose(scaled_slope - growth, scale_shift, rtol=1e-8)

# Neglected effect 2: each run has its own temperature and so its own growth
temperature_sd = 5.0
growth_per_kelvin = -0.0002
run_growth_sd = abs(growth_per_kelvin) * temperature_sd
run_sd = run_growth_sd * np.sqrt(np.sum((weights * cycles) ** 2))
combined_sd = np.hypot(slope_sd, run_sd)
signs10 = all_signs(10)
run_errors = run_growth_sd * cycles[:, None] * signs10[5:]
assert np.isclose(rms(fit_line(cycles, run_errors)[0]), run_sd, rtol=1e-9)
both = sigma * signs10[:5] + run_errors
assert np.isclose(rms(fit_line(cycles, both)[0]), combined_sd, rtol=1e-9)

# Neglected effect 3: slow start that decays with the cycle number
deficit = 1.0
decay_cycles = 50.0
start_bias = np.sum(weights * deficit * np.exp(-cycles / decay_cycles))
# Build the film cycle by cycle from its rate, by fine midpoint summation
step = 0.05
middle = np.arange(step / 2, cycles[-1], step)
rate = 0.1 - deficit / decay_cycles * np.exp(-middle / decay_cycles)
curved = np.array([np.sum(rate[middle < n]) * step for n in cycles])
assert np.isclose(fit_line(cycles, curved)[0] - 0.1, start_bias, rtol=1e-4)

print("cycle counts:", cycles.astype(int))
print(f"thickness error, one standard deviation: {sigma:.1f} nm")
print(f"mean cycle count: {mean_cycles:.0f} cycles")
print(f"sum of squared deviations S: {spread:.0f} cycles^2")
print(f"square root of S: {np.sqrt(spread):.2f} cycles")
print("slope weights:", np.round(weights, 6), "per cycle")
print(f"slope uncertainty, formula: {slope_sd:.6f} nm/cycle")
print(f"slope uncertainty, 32 fits: {slope_sd_enumerated:.6f} nm/cycle")
print(f"slope uncertainty, converted: {10 * slope_sd:.5f} angstrom/cycle")
print(f"intercept uncertainty: {intercept_sd:.3f} nm")
print(f"uncertainty from end films only: {end_sd:.6f} nm/cycle")
print(f"uncertainty with line through origin: {origin_sd:.6f} nm/cycle")
print(f"offset assumed for origin bias: {offset:.1f} nm")
print(f"bias of line through origin: {origin_bias:.6f} nm/cycle")
print(f"assumed pair correlation: {correlation:.1f}")
print(f"uncertainty with that correlation: {correlated_sd:.6f} nm/cycle")
print("example thicknesses:", thickness, "nm")
print(f"mean example thickness: {thickness.mean():.2f} nm")
print(f"fitted growth: {growth:.5f} nm/cycle")
print(f"fitted intercept: {intercept:.3f} nm")
print("residuals:", np.round(residuals, 3), "nm")
print(f"sum of squared residuals: {np.sum(residuals**2):.4f} nm^2")
print(f"residual scatter s: {scatter:.3f} nm")
print(f"slope uncertainty from s: {slope_sd_scatter:.6f} nm/cycle")
print(f"relative slope uncertainty, known sigma: {100*slope_sd/growth:.2f} %")
print(f"95% factor, known sigma: {normal_factor:.3f}")
print(f"95% half-width, known sigma: {normal_factor*slope_sd:.5f} nm/cycle")
print(f"95% factor, sigma from residuals: {student_factor:.3f}")
print(f"95% half-width from s: {student_factor*slope_sd_scatter:.5f} nm/cycle")
print(f"simulated coverage, known sigma: {100*cover_known:.1f} %")
print(f"simulated coverage, Student factor with s: {100*cover_student:.1f} %")
print(f"simulated coverage, normal factor with s: {100*cover_wrong:.1f} %")
print(f"assumed common scale error: {100*scale_error:.0f} %")
print(f"slope shift from scale error: {scale_shift:.6f} nm/cycle")
print(f"assumed run temperature scatter: {temperature_sd:.0f} K")
print(f"assumed growth coefficient: {growth_per_kelvin:.4f} nm/cycle/K")
print(f"growth scatter between runs: {run_growth_sd:.4f} nm/cycle")
print(f"slope uncertainty from run scatter: {run_sd:.6f} nm/cycle")
print(f"combined with thickness errors: {combined_sd:.6f} nm/cycle")
print(f"assumed slow-start deficit: {deficit:.1f} nm")
print(f"assumed slow-start decay: {decay_cycles:.0f} cycles")
print(f"slope bias from slow start: {start_bias:.6f} nm/cycle")
print("finished without a failed check")
```

It prints:

```
cycle counts: [100 200 300 400 500]
thickness error, one standard deviation: 0.3 nm
mean cycle count: 300 cycles
sum of squared deviations S: 100000 cycles^2
square root of S: 316.23 cycles
slope weights: [-0.002 -0.001  0.     0.001  0.002] per cycle
slope uncertainty, formula: 0.000949 nm/cycle
slope uncertainty, 32 fits: 0.000949 nm/cycle
slope uncertainty, converted: 0.00949 angstrom/cycle
intercept uncertainty: 0.315 nm
uncertainty from end films only: 0.001061 nm/cycle
uncertainty with line through origin: 0.000405 nm/cycle
offset assumed for origin bias: 1.0 nm
bias of line through origin: 0.002727 nm/cycle
assumed pair correlation: 0.5
uncertainty with that correlation: 0.000671 nm/cycle
example thicknesses: [11.2 20.7 31.1 41.4 50.8] nm
mean example thickness: 31.04 nm
fitted growth: 0.09990 nm/cycle
fitted intercept: 1.070 nm
residuals: [ 0.14 -0.35  0.06  0.37 -0.22] nm
sum of squared residuals: 0.3310 nm^2
residual scatter s: 0.332 nm
slope uncertainty from s: 0.001050 nm/cycle
relative slope uncertainty, known sigma: 0.95 %
95% factor, known sigma: 1.960
95% half-width, known sigma: 0.00186 nm/cycle
95% factor, sigma from residuals: 3.182
95% half-width from s: 0.00334 nm/cycle
simulated coverage, known sigma: 95.0 %
simulated coverage, Student factor with s: 95.0 %
simulated coverage, normal factor with s: 85.5 %
assumed common scale error: 1 %
slope shift from scale error: 0.000999 nm/cycle
assumed run temperature scatter: 5 K
assumed growth coefficient: -0.0002 nm/cycle/K
growth scatter between runs: 0.0010 nm/cycle
slope uncertainty from run scatter: 0.001114 nm/cycle
combined with thickness errors: 0.001463 nm/cycle
assumed slow-start deficit: 1.0 nm
assumed slow-start decay: 50 cycles
slope bias from slow start: -0.000289 nm/cycle
finished without a failed check
```
